\section*{Inversion-Layer Width: The Minus One-Third Law and Its Screening Correction}

\section{Definitions and conventions}

The interface is the plane $z=0$ and the semiconductor fills $z>0$. A gate attracts electrons to the interface, where they form the inversion layer. Only the motion along $z$ is treated, with one constant effective mass $m$ for that direction. Hartree atomic units are used: $\hbar=1$, the electron mass and the elementary charge are 1, lengths are in bohr and energies in hartree.

The electric field of the gate points into the semiconductor, so the force on an electron points back towards the interface. Its magnitude is $F>0$, equal to the field magnitude because the charge has magnitude 1. The potential energy therefore rises with depth, as $+Fz$. The insulator is represented by an impenetrable wall:
\begin{equation}
H=-\frac{1}{2m}\frac{d^2}{dz^2}+Fz,\qquad \psi(0)=0 .
\label{H}
\end{equation}
The width of the layer is defined as the mean distance from the wall in the lowest subband, $w=\langle z\rangle$.

At first $F$ is taken as uniform across the layer. This requires the layer's own charge to be a small share $s$ of all the charge that terminates the surface field, and the rest, the depletion charge, to extend much deeper than $w$. Under the second condition the limit $s\to0$ gives the leading law, and the term linear in $s$ is its first correction.

\section{Leading order: the balance}

Take any real normalized shape that vanishes at the wall and stretch it along $z$ by a factor $\lambda$. Then $\langle z\rangle$ grows as $\lambda$ and $\langle p^2\rangle=\int_0^\infty(\psi')^2dz$ falls as $\lambda^{-2}$. The product
\begin{equation}
c=\langle z\rangle^2\langle p^2\rangle
\end{equation}
does not change, so $c$ is a pure number that belongs to the shape. With $\langle p^2\rangle=c/w^2$ the energy as a function of width is
\begin{equation}
E(w)=\frac{c}{2mw^2}+Fw .
\label{Ew}
\end{equation}
For $w\to0$ the kinetic term dominates and resists compression. For $w\to\infty$ the field term dominates and resists spreading. The minimum lies where the two slopes cancel:
\begin{equation}
\frac{dE}{dw}=-\frac{c}{mw^3}+F=0
\quad\Longrightarrow\quad
w=\left(\frac{c}{mF}\right)^{1/3}.
\label{law}
\end{equation}
It is a minimum because $d^2E/dw^2=3c/(mw^4)>0$. At fixed $m$ the width varies as $F^{-1/3}$, and at fixed $F$ as $m^{-1/3}$.

Putting $c/(mw^2)=Fw$ into \eqref{Ew} gives
\begin{equation}
\langle T\rangle=\tfrac12Fw,\qquad E=\tfrac32Fw .
\label{virial}
\end{equation}
The kinetic energy is half the field energy at the minimum. Setting the two energies equal, instead of their slopes, would give $w=(c/2mF)^{1/3}$: the same powers, with a prefactor smaller by $2^{-1/3}\approx0.79$.

The crudest estimate takes $p\sim1/w$, that is $c=1$, and gives the natural length
\begin{equation}
L=(mF)^{-1/3}.
\end{equation}
An error in $c$ enters the width only through a cube root, as two explicit shapes show.

For $\psi\propto z\,e^{-bz/2}$,
\begin{align}
\int_0^\infty z^2e^{-bz}dz&=\frac{2}{b^3},\qquad
\int_0^\infty z^3e^{-bz}dz=\frac{6}{b^4},\\
\int_0^\infty\Bigl(1-\frac{bz}{2}\Bigr)^2e^{-bz}dz
&=\frac1b-\frac1b+\frac{b^2}{4}\,\frac{2}{b^3}=\frac{1}{2b}.
\end{align}
Dividing by the norm $2/b^3$ gives $\langle z\rangle=3/b$ and $\langle p^2\rangle=b^2/4$, so $c=9/4$.

For $\psi\propto z\,e^{-z^2/2}$ the norm is $\sqrt\pi/4$, and
\begin{align}
\langle z\rangle&=\frac{1/2}{\sqrt\pi/4}=\frac{2}{\sqrt\pi},\\
\langle p^2\rangle&=\frac{4}{\sqrt\pi}\int_0^\infty(1-2z^2+z^4)e^{-z^2}dz
=\frac{4}{\sqrt\pi}\,\frac{3\sqrt\pi}{8}=\frac32 ,
\end{align}
so $c=6/\pi\approx1.910$.

\section{Why the powers do not depend on the trial shape}

The balance assumed that the shape stays the same when $F$ or $m$ changes. The Schr\"odinger equation confirms this. Put $z=Lx$ in \eqref{H}. Since $mFL^3=1$, we have $1/(mL^2)=FL$, and
\begin{equation}
H=FL\left[-\frac12\frac{d^2}{dx^2}+x\right].
\label{scaled}
\end{equation}
The bracket and the condition $\psi(0)=0$ contain no parameter. The eigenfunctions are fixed functions of $x=z/L$, and every length computed from one of them is a number times $L$. Within the model \eqref{H} the two powers are therefore exact.

The same argument shows what spoils them. A finite barrier of height $V_0$ leaves the ratio $V_0/(FL)$ in the scaled problem, and a second wall at distance $d$ leaves $d/L$. Unless such a parameter is held fixed, or is so large that the barrier or the second wall has no noticeable effect, the shape changes with $F$ and $m$, and a pure power law is no longer guaranteed. With equal masses on both sides, a high barrier lets the wave function reach about $(2mV_0)^{-1/2}$ into the insulator and shifts the layer towards it by about that length. For $V_0=3.1$ eV, a typical value for silicon dioxide on silicon, and $m=1$ this is 2.1 bohr, a tenth of the width found in the next section. The widths and powers below are therefore those of the hard wall, and a real oxide interface departs from them noticeably.

The number $c$ for the true ground state follows from
\begin{equation}
\psi''=2mF\left(z-\frac EF\right)\psi .
\end{equation}
With $\ell=(2mF)^{-1/3}$ and $\xi=(z-E/F)/\ell$ this becomes $d^2\psi/d\xi^2=\xi\psi$, because $2mF\ell^3=1$. The solution that decays at large $z$ is the Airy function $\mathrm{Ai}(\xi)$. The wall requires $\mathrm{Ai}(-E/F\ell)=0$. If $-a$ is the first zero, $a=2.33811$, then
\begin{equation}
E_0=aF\ell=a\left(\frac{F^2}{2m}\right)^{1/3}.
\end{equation}
The ground state minimizes the energy against all changes, including a stretch, so \eqref{virial} holds for it:
\begin{equation}
w=\frac{2E_0}{3F}=\frac{2a}{3}(2mF)^{-1/3},\qquad
c=mFw^3=\frac{8a^3}{27}\cdot\frac12=\frac{4a^3}{27}\approx1.894 .
\label{airy}
\end{equation}
For any other shape the minimum of \eqref{Ew} is $\frac32F(c/mF)^{1/3}$. By the variational principle this cannot lie below $E_0$, so no admissible shape has $c$ below $4a^3/27$. The value $c=1$ belongs to no wave function, and the energy it gives is not an upper bound.

\section{Numbers for a uniform field}

Take the round parameters $m=1$ and $F=2\times10^{-4}$, which is $1.03$ MV/cm. The mass is close to the value 0.92 of the lowest valleys of a silicon (100) surface. For a field of this size to end mainly on depletion charge in silicon, with a band bending of about 1 V, the doping must be near $3\times10^{18}$ cm$^{-3}$; at lower doping the inversion share is not small. Then
\begin{equation}
L=(2\times10^{-4})^{-1/3}=17.10\ \text{bohr},\qquad
w=1.2372\,L=21.16\ \text{bohr}=1.12\ \text{nm}.
\end{equation}
The crude estimate $w\approx L$ is 19\% below the Airy width. The exponential shape gives 22.41 bohr, 5.9\% above it, and the half-Gaussian 21.22 bohr, 0.3\% above it. For the two trial shapes the relative errors of the energy are the same as those of the width, because $E=\frac32Fw$.

The Airy energy is $E_0=6.347\times10^{-3}$ hartree, or 173 meV. A finite-difference diagonalization of \eqref{H} gives the same energy and width to the digits printed in the numerical output. It divides the energy into $2.116\times10^{-3}$ hartree kinetic and $4.231\times10^{-3}$ hartree field energy, the ratio $1:2$ of \eqref{virial}.

Diagonalization at other fields and masses gives these widths:
\begin{center}
\begin{tabular}{ccc}
$F$ at $m=1$ & $m$ at $F=2\times10^{-4}$ & $w$ (bohr)\\
$0.5\times10^{-4}$ & 0.25 & 33.58\\
$1\times10^{-4}$ & 0.50 & 26.65\\
$2\times10^{-4}$ & 1.00 & 21.16\\
$4\times10^{-4}$ & 2.00 & 16.79
\end{tabular}
\end{center}
An eightfold increase of either quantity halves the width. The two scans share one column of widths because $w$ depends on the product $mF$ alone. The fitted powers are both $-0.3333$.

\section{The thermal limit}

The law describes one subband. If the electrons are hot enough to occupy many subbands and are not degenerate, the classical density $e^{-Fz/kT}$ applies, and
\begin{equation}
w_{\rm cl}=\frac{\int_0^\infty z\,e^{-Fz/kT}dz}{\int_0^\infty e^{-Fz/kT}dz}
=\frac{(kT/F)^2}{kT/F}=\frac{kT}{F}.
\end{equation}
The powers are now $-1$ in the field and $0$ in the mass. By \eqref{scaled} the subband spacing is of order $FL$, so the classical regime is $kT\gg FL$, which is the same as $w_{\rm cl}\gg L$. Since $FL=F^{2/3}m^{-1/3}$, weak fields and heavy masses favour it.

In the example at 300 K, $kT=9.50\times10^{-4}$ hartree and the gap to the second subband is $4.75\times10^{-3}$ hartree, a ratio of 5.0. For a non-degenerate layer the second subband then holds about $e^{-5}\approx0.7\%$ of the population of the first, since subbands with equal in-plane mass have equal densities of states. This count holds for one kind of valley. A silicon (100) surface also has four valleys with the light mass 0.19 along $z$; at this field their lowest subband lies 4.7 $kT$ above the ground state and, having the larger density of states, holds about 4\% of its population. In a degenerate layer the Fermi level must also lie several $kT$ below the second subband. The classical formula would give 4.75 bohr, far below the quantum width of 21.16 bohr, so here it is the kinetic energy of confinement that sets the width.

\section{First correction: the layer screens its own field}

Let $F_s$ be the field at the surface. Field lines that pass depth $z$ end on negative charge deeper than $z$. Assume that the depletion charge extends much deeper than $w$, so that its contribution $(1-s)F_s$ is constant across the layer. The inversion electrons contribute the rest, in proportion to the fraction $Q(z)$ of them beyond $z$:
\begin{equation}
F(z)=F_s\,[\,1-s+sQ(z)\,],\qquad Q(z)=\int_z^\infty|\psi|^2dz' .
\label{Fz}
\end{equation}
This is a Hartree treatment with all electrons in the lowest subband; exchange, correlation and image forces are left out. Since $Q'=-|\psi|^2$,
\begin{equation}
\langle Q\rangle=-\int_0^\infty QQ'\,dz=\tfrac12,\qquad
\langle F\rangle=F_s\left(1-\frac s2\right).
\end{equation}
The average electron feels less than the surface field, and the layer is wider than $F_s$ alone would suggest.

The balance changes as follows. In the self-consistent potential $V(z)$, with $V'=F(z)$, stretch the ground state by $\lambda$ while $V$ is held fixed. The energy $\langle p^2\rangle/(2m\lambda^2)+\langle V(\lambda z)\rangle$ is stationary at $\lambda=1$, so
\begin{equation}
\frac{\langle p^2\rangle}{m}=\langle zF(z)\rangle
=F_sw\left[1-s+s\,\frac{\langle zQ\rangle}{\langle z\rangle}\right].
\label{scvirial}
\end{equation}
The field that enters the balance is the average of $F(z)$ weighted by $z$.

The remaining ratio can be found for the exponential shape. With $x=bz$ the density is $\frac12x^2e^{-x}$ and $Q=e^{-x}(1+x+\frac12x^2)$, so
\begin{equation}
\langle xQ\rangle=\frac12\int_0^\infty x^3\Bigl(1+x+\frac{x^2}{2}\Bigr)e^{-2x}dx
=\frac12\left[\frac{6}{16}+\frac{24}{32}+\frac{120}{128}\right]=\frac{33}{32}.
\end{equation}
Division by $\langle x\rangle=3$ gives $11/32$. With $\langle p^2\rangle=9/(4w^2)$, equation \eqref{scvirial} becomes
\begin{equation}
w=\left[\frac{9}{4mF_s\left(1-\frac{21}{32}s\right)}\right]^{1/3}
=\left(\frac{9}{4mF_s}\right)^{1/3}\left[1+\frac{7}{32}s+O(s^2)\right].
\label{corr}
\end{equation}
The linear coefficient is one third of $21/32$. It belongs to the exponential shape; the coefficient for the true self-consistent state has not been derived here. As $s\to1$ the same shape gives $w\to(72/11mF_s)^{1/3}$, a finite multiple of $L$.

At $s=0.5$ and $F_s=10^{-4}$ the self-consistent width is 30.26 bohr, against 26.65 bohr in a uniform field of the same strength, a ratio of 1.135. The linear term of \eqref{corr} predicts $1+7/64=1.109$, and the unexpanded formula $(1-21/64)^{-1/3}=1.142$. The absolute width from the unexpanded formula, 32.23 bohr, is 6.5\% above the self-consistent one. That is close to the 5.9\% excess of the same shape in a uniform field, so most of the error cancels in the ratio.

\section{What the correction does to the powers}

At fixed $s$ nothing happens to them. Put $z=Lx$ with $L=(mF_s)^{-1/3}$. The potential energy becomes $F_sL\int_0^x[1-s+sQ]\,dx'$, and the scaled problem contains only $s$. Hence $w=C(s)(mF_s)^{-1/3}$ within the Hartree model. Self-consistent solutions at $s=0.5$ give fitted powers of $-0.3333$ in both field and mass.

A gate sweep does not keep $s$ fixed. Suppose that the depletion part $F_d=(1-s)F_s$ stays constant while the inversion charge grows. Then $s=1-F_d/F_s$, and
\begin{equation}
F_s\left(1-\frac{21}{32}s\right)=\frac{11F_s+21F_d}{32}.
\end{equation}
The local power from \eqref{corr} is
\begin{equation}
\frac{d\ln w}{d\ln F_s}=-\frac13\,\frac{11F_s}{11F_s+21F_d}
=-\frac{11}{3(32-21s)} .
\label{local}
\end{equation}
For $s\to1$ it tends to $-1/3$. For $s\to0$ it tends to $-11/96\approx-0.11$, a number that belongs to the exponential shape, although the width itself tends to its uniform-field value. The reason is that $ds/d\ln F_s=1-s$ does not vanish there: the small correction $\frac{7}{32}s$ has a slope that is not small, and $-\frac13+\frac7{32}=-\frac{11}{96}$.

With $F_d=0.5\times10^{-4}$ and $m=1$, the self-consistent widths are 30.26, 26.33 and 22.23 bohr at $F_s=1$, $2$ and $4\times10^{-4}$, where $s=0.5$, $0.75$ and $0.875$. The gap to the second subband at these points is only 2.2 to 3.0 times the value of $kT$ at 300 K. With all electrons placed in the lowest subband, the widths therefore describe a cold layer whose Fermi level lies below the second subband. They are not room-temperature values: in a Hartree model of silicon (100) with both sets of valleys at 300 K, the lowest subband holds only 61 to 74\% of the electrons at these fields, and their mean distance from the wall is about 41, 34 and 28 bohr, with a fitted power near $-0.26$. The prefactor $C=w(mF_s)^{1/3}$ rises from 1.40 through 1.54 to 1.64, compared with 1.24 at $s=0$. The fitted power is $-0.22$. Equation \eqref{local} gives $-0.17$, $-0.23$ and $-0.27$ at the three points, which bracket the fit.

The minus one-third law in the field thus needs a statement of what is held fixed. For one subband behind a hard wall and without image force, it holds for a uniform field, and for the surface field at a fixed inversion share. Over the fields of the table, a barrier of 3.1 eV with equal masses changes the fitted power to about $-0.37$; the image force of silicon dioxide on silicon changes it to about $-0.35$ and widens the layer by about 5\% at $F=2\times10^{-4}$. Along a sweep at constant depletion charge, the width in this model falls more slowly with the surface field.

\section*{Table of computed values}
\begin{verbatim}
mass m = 1.00 m_e; field F = 2.0e-04 a.u. = 1.028 MV/cm
length L = (mF)^(-1/3), crude estimate c=1: 17.100 bohr = 0.905 nm
crude energy 3FL/2 = 0.005130 hartree
exponential shape: c = 2.2500, w = 22.407 bohr, E = 0.006722 hartree
half-Gaussian shape: c = 1.9099, w = 21.216 bohr, E = 0.006365 hartree
first two Airy zeros (magnitude): 2.33811, 4.08795
Airy result: c = 1.8936, w/L = 1.2372
Airy result: w = 21.155 bohr = 1.119 nm
Airy result: E0 = 0.006347 hartree = 172.7 meV
Airy result: spread of z = 9.461 bohr
diagonalization: w = 21.155 bohr, E0 = 0.006347 hartree
diagonalization: kinetic energy = 0.002116 hartree
diagonalization: field energy F*w = 0.004231 hartree
widths at m = 1 (diagonalization):
  F = 5.0e-05 a.u.: w = 33.582 bohr
  F = 1.0e-04 a.u.: w = 26.654 bohr
  F = 2.0e-04 a.u.: w = 21.155 bohr
  F = 4.0e-04 a.u.: w = 16.791 bohr
widths at F = 2.0e-04 a.u. (diagonalization):
  m = 0.25 m_e: w = 33.582 bohr
  m = 0.50 m_e: w = 26.654 bohr
  m = 1.00 m_e: w = 21.155 bohr
  m = 2.00 m_e: w = 16.791 bohr
fitted power of field = -0.33334; of mass = -0.33334
kT at 300 K = 0.000950 hartree
subband gap = 0.004750 hartree; gap/kT = 5.00
classical width kT/F = 4.750 bohr
exponential shape: <zQ>/<z> = 11/32
share s = 0.5: power of field = -0.33334, of mass = -0.33334
fixed depletion field = 5.0e-05 a.u., m = 1, self-consistent:
  F_s = 1.0e-04 a.u., s = 0.500: w = 30.258 bohr, w(mF_s)^(1/3) = 1.4044, trial w = 32.233 bohr
  F_s = 2.0e-04 a.u., s = 0.750: w = 26.330 bohr, w(mF_s)^(1/3) = 1.5398, trial w = 28.086 bohr
  F_s = 4.0e-04 a.u., s = 0.875: w = 22.229 bohr, w(mF_s)^(1/3) = 1.6378, trial w = 23.640 bohr
fitted power of F_s at fixed depletion field = -0.2224
\end{verbatim}
